Airborne base in resist: uptake and acid loss at constant surface concentration

## Uptake of base before any acid is present

A resist film whose surface is held at 0.020 base molecules per nm³ for 200 s takes up 0.2257 molecules per nm² if it contains no acid. If the same film already holds acid at 0.050 nm⁻³, it takes up 0.5030 molecules per nm², more than twice as much, although neither the air nor the mobility of the base has changed. In the second case 0.4212 acid molecules per nm² are lost during the 200 s. If the same acid is instead created just after the soak, 0.2257 per nm² are lost. The amount of damage therefore depends on whether the acid is there while the base diffuses, and so does the shape of the base profile. What the two cases share is that every one of these amounts grows as the square root of time, as long as the air holds the surface concentration fixed and the reaction is fast.

The numbers belong to a model resist with round parameters. The base has diffusion coefficient D = 0.50 nm²/s, and the film is 100 nm thick. Lengths are given in nm, times in s, concentrations in nm⁻³ and amounts per area in nm⁻², because atomic units would be unnatural for diffusion over nanometres in minutes.

Let x be the depth below the resist surface, t the time since the air became contaminated, and B(x,t) the concentration of free base in the resist. At t = 0 the resist contains no base. The base is a dilute solute that moves by diffusion, with a constant D, and for the moment nothing consumes it. The film is treated as a half-space x > 0.

The surface condition needs some care. The air and the outermost layer of resist are assumed to be in local equilibrium, so the concentration just inside the resist is K times the concentration in the air beside it, where K is a constant partition coefficient. If the air is well mixed and its base content steady, the inner surface value is a constant, called C. It is a concentration inside the resist, not in the air, and with a large K the two differ greatly.

The diffusion equation follows from counting molecules. Fick's law gives the number crossing unit area per unit time toward larger x,

j = −D ∂B/∂x.

The minus sign makes the flux point from high to low concentration. A slice between x and x + dx gains j(x) and loses j(x + dx) per unit area and time, so its concentration changes at the rate −∂j/∂x. With D constant,

∂B/∂t = D ∂²B/∂x².

The conditions are

B(0,t) = C, B(x,0) = 0 for x > 0, B → 0 as x → ∞.

These data contain a concentration C and a diffusion coefficient D, but no length. The one length that can be formed from D and t is √(Dt). Since the equation is linear in B, the concentration C can enter only as an overall factor. The solution should then have the form

B = C f(η), η = x/(2√(Dt)),

where the 2 is put in to simplify the equation for f. The derivatives of η are

∂η/∂t = −η/(2t), ∂η/∂x = 1/(2√(Dt)),

the first because η varies as t to the power −1/2. The chain rule gives

∂B/∂t = −C η f′/(2t), ∂²B/∂x² = C f″/(4Dt).

Inserting both in the diffusion equation, D cancels on the right:

−C η f′/(2t) = C f″/(4t).

Multiplication by 4t/C gives

f″ + 2η f′ = 0.

The partial differential equation has become an ordinary one in which neither D nor t appears, which confirms that the assumed form is consistent. The conditions become f(0) = 1 and f(∞) = 0. The second covers both the initial state and the deep resist, since η → ∞ when t → 0 at fixed depth and also when x → ∞ at fixed time.

To solve for f, multiply the equation by exp(η²). The left side is then a derivative,

d/dη [exp(η²) f′] = exp(η²)(f″ + 2η f′) = 0,

so f′ = A exp(−η²) with a constant A. One more integration, with f(0) = 1, gives

f(η) = 1 + A ∫₀^η exp(−u²) du.

The integral from zero to infinity is √π/2. Its square is the integral of exp(−r²) over a quarter plane, which in polar coordinates is (π/2) ∫₀^∞ r exp(−r²) dr = π/4. The condition f(∞) = 0 then requires A = −2/√π. With the definitions

erf η = (2/√π) ∫₀^η exp(−u²) du, erfc η = 1 − erf η,

the profile is

B(x,t) = C erfc(x/(2√(Dt))).

The similarity form was a guess, so it remains to show that there is no other solution among those that are bounded and decay rapidly with depth. Let w be the difference of two such solutions. Then w vanishes at x = 0 for t > 0. The integral of w² over depth also tends to zero as t → 0, because each solution starts from an empty resist. Because w is bounded, this integral is not upset by the jump from C to 0 at the corner x = 0, t = 0, which occupies a vanishing depth. Using the diffusion equation and then integrating by parts,

d/dt ∫₀^∞ w² dx = 2D ∫₀^∞ w ∂²w/∂x² dx = −2D ∫₀^∞ (∂w/∂x)² dx ≤ 0.

The boundary terms are absent because w is zero at the surface and at great depth. An integral that is never negative, starts from zero and cannot grow remains zero. Hence w = 0, and the complementary error function is the solution.

In the example √(Dt) = √(0.50 × 200) = 10 nm. The base concentration is 0.0145 nm⁻³ at a depth of 5 nm, 0.0096 nm⁻³ at 10 nm, 0.0031 nm⁻³ at 20 nm and 0.00009 nm⁻³ at 40 nm. At one diffusion length √(Dt) it is thus a little below half the surface value, and at four such lengths about half a percent of it. There is no edge to the profile, but the region that matters is a few diffusion lengths deep.

The uptake follows from the flux through the surface. Differentiating the profile gives

∂B/∂x = C f′/(2√(Dt)) = −C exp(−η²)/√(πDt).

At x = 0 the exponential is 1. The inward surface flux J is therefore

J = −D ∂B/∂x at x = 0 = C √(D/(πt)).

It falls with time because the same concentration drop C is spread over an ever deeper layer. After 200 s it is 5.64 × 10⁻⁴ nm⁻² s⁻¹. At t → 0 it diverges, but weakly enough for the total to be finite:

M = ∫₀^t J dt′ = C √(D/π) · 2√t = 2C √(Dt/π).

Here M is the number of base molecules taken up per unit area. Comparison with J shows that M = 2Jt, so the average flux over the soak is twice the final flux. The numbers are

M = 2 × 0.020 × 10/√π = 0.400/1.772 = 0.2257 nm⁻²,

or 2.257 × 10¹³ cm⁻². The same amount would fill a layer M/C = 11.3 nm deep at the full surface concentration.

The uptake must equal the base found in the resist. To add that up, the integral of erfc from an arbitrary lower limit a is useful, and it will be needed again. Call it I(a). Integration by parts, with d(erfc u)/du = −(2/√π) exp(−u²), gives

I(a) = ∫ₐ^∞ erfc u du = [u erfc u]ₐ^∞ + (2/√π) ∫ₐ^∞ u exp(−u²) du.

The upper boundary term vanishes. In the integral that defines erfc u the variable v exceeds u, so inserting a factor v/u can only enlarge it, and this gives erfc u ≤ exp(−u²)/(u√π). The last integral is exp(−a²)/2. Hence

I(a) = exp(−a²)/√π − a erfc a.

With dx = 2√(Dt) dη, the base in the resist is 2C√(Dt) I(0) = 2C√(Dt)/√π, which is M again.

For a resist without acid, the square root has a practical consequence. Four times the soak time doubles the uptake, while twice the concentration doubles it at once. The product of concentration and time is therefore not a measure of the uptake in this case. Air with half the base content needs four times as long, not twice as long, to deliver the same amount, provided the air can supply base fast enough to hold the surface value constant.

The constant surface value cannot hold at the very start, when J would exceed any supply from the air. Suppose the air delivers base at the rate h times the difference between its bulk concentration and its concentration at the resist surface. The bulk value is C/K, and the value at the surface is B(0,t)/K. The supply is then

J = k [C − B(0,t)], k = h/K.

When the surface is already close to C, J is close to C√(D/(πt)), and the relative deficit at the surface is

[C − B(0,t)]/C ≈ √(D/(πt))/k.

This is small when t ≫ D/(πk²). A strongly absorbed base has a large K and so a small k, and it takes longer to reach the regime of constant surface concentration. For dilute contamination this limit matters. Air with 10 ppb of base at room temperature holds about 2.5 × 10⁻¹⁰ molecules per nm³, so C = 0.020 nm⁻³ means K ≈ 8 × 10⁷. With an assumed h of 1 cm/s, k is 0.12 nm/s, the uptake after 200 s is 0.16 nm⁻² instead of 0.2257 nm⁻², and half the base content needs about three times as long. With h = 0.1 cm/s the uptake is 0.04 nm⁻², nearly proportional to the product of concentration and time, and the factor is close to two. The square-root results apply only when the supply from the air is not the limiting step.

The other idealization is the infinite depth. Let the film have thickness L and a bottom that passes no base. Write E(y) = erfc(y/(2√(Dt))) and consider

B = C Σₙ (−1)ⁿ [E(2nL + x) + E(2(n+1)L − x)], n = 0, 1, 2, …

Each term solves the diffusion equation, since shifting or reflecting x does not alter it, and each term vanishes inside the film as t → 0. At x = 0 the sum is E(0) + E(2L) − E(2L) − E(4L) + …, in which all terms but E(0) = 1 cancel. At x = L the slopes of the two terms in each bracket are equal and opposite, so no base passes. The energy argument given above holds here too, with zero slope at the bottom, and this is the solution.

Integrated over the film, the first term of a bracket covers E(y) from 2nL to (2n+1)L, and the second covers it from there to 2(n+1)L. With q = L/√(Dt), the bracket contributes 2√(Dt) [I(nq) − I((n+1)q)]. Summing with alternating signs gives the uptake of the film,

M_L = 2C√(Dt) [1/√π − 2I(q) + 2I(2q) − …],

and the shortfall relative to the half-space is

1 − M_L/M = 2√π [I(q) − I(2q) + …].

The leading term has a direct reading. In the half-space, the base lying deeper than 2L amounts to 2C√(Dt) I(q). The film falls short by twice that amount, to leading order. The distance is 2L because the surface flux is hardly altered until base has gone to the bottom and its influence has come back.

A finite-volume calculation gives the size of the effect after 200 s. The film is divided into cells 0.1 nm thick, and base is passed between neighbouring cells in small time steps according to Fick's law. The shortfall is 0.35 percent for a 20 nm film and 17.5 percent for a 10 nm film. At 20 nm the half-space profile still has 16 percent of its surface value, yet the uptake is hardly affected, since what counts is the base beyond 40 nm. For the 100 nm film q = 10. The terms of the series alternate and decrease, and I(q) ≤ exp(−q²)/√π, so the shortfall is below 2 exp(−100) and the half-space serves without reservation.

## Acid lost after the soak and during it

The second half uses these symbols and results. The base has concentration B at depth x and time t, the constant value C at the inner surface, and diffusion coefficient D. With η = x/(2√(Dt)), a resist without acid has the profile B = C erfc η and the uptake M = 2C√(Dt/π) per unit area. The integral of erfc from a to infinity is I(a) = exp(−a²)/√π − a erfc a. In the example D = 0.50 nm²/s, t = 200 s, C = 0.020 nm⁻³, √(Dt) = 10 nm and M = 0.2257 nm⁻².

In a chemically amplified resist, light releases an acid that catalyses the change of solubility during a later bake. A base molecule that binds an acid molecule removes a catalyst, and the loss is concentrated near the surface. Let H be the uniform concentration of acid before any neutralization, and N the number of acid molecules neutralized per unit area. The reaction is taken to be one to one, irreversible and fast compared with diffusion.

Consider first a film that is soaked in contaminated air and then exposed in a flash, so that the acid appears when the base profile is already complete. Let the supply of base end at that moment, and let each acid molecule react with base at its own depth, without further transport. At each depth the scarcer partner is used up, so

N = ∫₀^∞ min(B, H) dx.

If H ≥ C, acid is in excess everywhere below the surface, because B is nowhere larger than C. All the base is used, and

N = M = 2C√(Dt/π) for H ≥ C.

This is the case in which the erfc profile and the simple square-root law for the neutralized amount hold together. The acid concentration does not enter, since each base molecule finds a partner whatever the excess.

With H = 0.050 nm⁻³ the loss is 0.2257 nm⁻². That is the acid content of a layer N/H = 0.2257/0.050 = 4.51 nm thick, but no such layer is emptied. The acid that remains is H − C erfc η, which at the surface is 0.050 − 0.020 = 0.030 nm⁻³. The surface keeps 60 percent of its acid, and the loss tails off over a few diffusion lengths.

If H < C, base is in excess near the surface and acid is in excess below. The two are equal at the depth where η = a, with

erfc a = H/C.

Above this depth all the acid is neutralized, and below it all the base is used. With dx = 2√(Dt) dη,

N = 2√(Dt) [H a + C I(a)]
= 2√(Dt) [H a + C exp(−a²)/√π − C a erfc a].

Since C erfc a = H, the first and last terms cancel, and

N = 2C√(Dt/π) exp(−a²) = M exp(−a²) for H < C.

The number a depends on the ratio H/C and not on time, so the square-root law survives with a smaller factor. As H rises to C, a goes to zero and N goes to M, so the two cases join without a jump.

For H = 0.005 nm⁻³ the ratio H/C is 0.25, and the inverse of erfc gives a = 0.8134. The acid is completely neutralized to a depth 2a√(Dt) = 16.27 nm. The total loss is

N = 0.2257 × exp(−0.8134²) = 0.1164 nm⁻²,

equal to the acid content of 23.29 nm of resist. The difference between the two depths comes from the partly neutralized region below 16.27 nm. Of the base, 0.2257 − 0.1164 = 0.1093 nm⁻² remains free in the outer layer. If it later moves inward, for instance in the bake, it can neutralize more acid. For H < C the result is thus the immediate loss, and later motion of the free base can add to it. For H > C no free base is left over.

The situation changes when the acid is present during the soak, as when an exposed film waits in contaminated air before its bake. Base is then consumed while it diffuses, and the equation that led to the erfc profile no longer describes the resist. Assume that the acid does not move. Because the reaction is fast, base and acid cannot coexist at one depth. Base entering from the surface must first use up all the acid in the outermost layer, then all the acid in the next, and so on. A sharp front at depth s(t) separates a neutralized region with free base from untouched resist with acid at concentration H.

In the neutralized region no acid is left to consume base, so the diffusion equation holds there, with

B(0,t) = C, B(s,t) = 0.

The speed of the front follows from a balance. While the front advances by ds, it neutralizes H ds acid molecules per unit area. The base for this arrives by diffusion from the surface side. No base is needed to raise the concentration in the newly cleared layer, to first order in ds, because B is zero at the front. Therefore

H ds/dt = −D ∂B/∂x at x = s.

The right side is positive, since B falls toward the front.

This problem, too, contains no length in its data, and the ratio C/H that has been added is a pure number. The front must then lie at a fixed value of η, which is called λ:

s = 2λ√(Dt).

The general solution for f found earlier, a constant plus a multiple of erf η, still applies. The values f(0) = 1 and f(λ) = 0 now fix the constants, and

B = C [1 − erf η/erf λ] for η < λ.

The profile reaches zero at a finite depth, with a nonzero slope. It is not an erfc profile cut off at the front, because the division by erf λ makes it steeper everywhere.

The slope at depth x is

∂B/∂x = −C exp(−η²)/(√(πDt) erf λ),

where the factor 2/√π from the derivative of erf has been combined with 1/(2√(Dt)) from that of η. The speed of the front is ds/dt = λ√(D/t). Setting η = λ in the slope, the balance reads

H λ √(D/t) = C √(D/t) exp(−λ²)/(√π erf λ).

The factor √(D/t) cancels, which shows that a constant λ is consistent at all times. What remains is

√π λ exp(λ²) erf λ = C/H.

Each factor on the left that contains λ increases with λ, and the product runs from zero to infinity. There is thus one solution for each ratio C/H. It has no closed form and is found numerically by enclosing the root in a shrinking interval.

All the acid behind the front has been neutralized and none ahead of it, so

N = H s = 2λH√(Dt).

The square-root law holds again. To compare N with M, substitute H from the equation for λ:

N = 2λ√(Dt) · C/(√π λ exp(λ²) erf λ) = M exp(−λ²)/erf λ.

The total uptake of base is larger than N, because some free base lies behind the front. At the surface η = 0, and the inward flux is C√(D/(πt))/erf λ. This is the flux of the acid-free case divided by a constant, so its time integral is

total uptake = M/erf λ.

The free base should account for the difference. From I(a), or by parts directly, ∫₀^λ erf η dη = λ erf λ − [1 − exp(−λ²)]/√π. Integrating the profile over depth then gives

∫₀^s B dx = 2C√(Dt) [λ − (1/erf λ) ∫₀^λ erf η dη] = M [1 − exp(−λ²)]/erf λ.

Added to N, this gives M/erf λ, so the count of molecules closes.

For H = 0.050 nm⁻³ the ratio C/H is 0.40 and λ = 0.4212. The front has reached s = 2 × 0.4212 × 10 = 8.42 nm, and

N = 0.050 × 8.42 = 0.421 nm⁻².

The total uptake is 0.5030 nm⁻², of which 0.5030 − 0.4212 = 0.0818 nm⁻² is still free. This accounts for the numbers at the beginning. The acid holds the base concentration at zero at a depth of 8.42 nm, whereas without acid the base has spread over several tens of nanometres. The same drop in concentration over a shorter distance drives a larger flux, by the factor 1/erf λ = 0.5030/0.2257 = 2.23.

The larger flux also demands more from the air. If the air supplies base at the rate k[C − B(0,t)], with a constant k, the relative deficit at the surface is about √(D/(πt))/(k erf λ) as long as it is small. This is 2.23 times the deficit without acid, and the results for the front hold only when it is small. In the opposite case, where B(0,t) stays far below C, the flux is close to kC with or without acid, and the uptake grows in proportion to time.

The distribution of the loss differs as much as its amount. Acid created after the soak leaves the surface with 60 percent of its catalyst. Acid present during the soak is gone down to 8.42 nm and intact below. In a resist that the acid makes soluble, the second case favours an insoluble skin, although in the bake the remaining acid may move and blur the step, and the free base behind the front may carry it deeper.

When acid is scarce, the comparison of the two amounts can turn around. For H = 0.005 nm⁻³ the ratio C/H is 4, which gives λ = 0.9957, s = 19.91 nm and N = 0.0996 nm⁻². The total uptake, 0.2684 nm⁻², is still larger than M. But the neutralized amount is 14 percent below the 0.1164 nm⁻² found when the acid is created after the soak.

The reason can be read from the two profiles. Without acid in its way, base runs ahead of 19.91 nm, and the part beyond that depth amounts to 2C√(Dt) I(λ) = 0.0204 nm⁻². All of it neutralizes acid after the flash, while in the other case the acid there is untouched. Against this, the flash case leaves some acid between 16.27 nm and 19.91 nm. That layer holds 0.005 × 3.64 = 0.0182 nm⁻² of acid but only 2C√(Dt) [I(a) − I(λ)] = 0.0147 nm⁻² of base, so 0.0035 nm⁻² of acid survives. The net difference, 0.0204 − 0.0035 = 0.0169 nm⁻², agrees with 0.1164 − 0.0996 = 0.0168 nm⁻² within rounding. Acid during the soak raises the uptake of base, but it also stops the base from reaching deeper acid before the soak ends. The comparison is one of immediate losses. If the free base stays in the resist and later moves inward, it neutralizes more acid in both cases, and the order can reverse again, because the resist that held acid during the soak has taken up more base.

Two limits show how the result depends on the concentrations. If acid is in large excess, C/H is small and so is λ. Then exp(λ²) ≈ 1 and erf λ ≈ 2λ/√π, and the equation for λ becomes 2λ² = C/H. This gives

N ≈ 2H√(Dt) √(C/(2H)) = √(2DCHt).

The same formula follows from a simple picture. A slow front leaves the base time to settle into a straight-line profile with flux DC/s, and H ds/dt = DC/s integrates to s² = 2DCt/H. The loss now grows as the square root of C, not in proportion to it. It depends on C and t only through their product, so half the surface concentration for twice the time does the same damage, unlike in the acid-free soak. A higher surface concentration drives more base inward, but it also moves the front away and lengthens the path.

In the example with H = 0.050 nm⁻³ this limit gives 0.447 nm⁻², which is 6 percent above the full result of 0.421 nm⁻². The next order explains the sign and the approximate size of this error. With exp(λ²) ≈ 1 + λ² and erf λ ≈ (2λ/√π)(1 − λ²/3), the equation becomes 2λ²(1 + 2λ²/3) = C/H, and hence

λ ≈ √(C/(2H)) [1 − C/(6H)].

For C/H = 0.40 the bracket is 0.933 and N is 0.417 nm⁻², within 1 percent of the full result.

In the opposite limit, C/H is large, λ is large and erf λ tends to 1. The profile then tends to C[1 − erf η] = C erfc η, and the total uptake tends to M. A trace of acid does not disturb the diffusion of the base. For large λ the integral that defines erfc λ comes almost entirely from values of the variable close to λ, so the bound used earlier becomes an approximation, erfc λ ≈ exp(−λ²)/(λ√π). By the equation for λ with erf λ ≈ 1, the right side is H/C. The relative excess of the uptake over M, 1/erf λ − 1 ≈ erfc λ, is therefore about H/C and vanishes with the acid concentration. The estimate improves slowly, because λ grows only as the square root of the logarithm of C/H: the excess is 0.82 H/C at C/H = 10 and 0.89 H/C at C/H = 100. At C/H = 4, where λ is not yet large, this estimate gives 25 percent, while the full uptake of 0.2684 nm⁻² is 19 percent above M.

The finite thickness of the film enters differently here. Ahead of the front there is no base, so the base cannot be affected by the bottom until the front arrives there. With immobile acid, the result therefore holds for any film thicker than s. A 10 nm film with acid at 0.050 nm⁻³ still follows it after 200 s, when the front is at 8.42 nm, whereas the uptake of an acid-free film of that thickness has already fallen 17.5 percent short.

The sharp front relies on the fast reaction. If base and acid react at the rate κBH, base that enters untouched acid obeys D ∂²B/∂x² ≈ κHB and decays over the length √(D/(κH)). The front is sharp when this length is much smaller than s. Since s starts from zero, the condition fails at early times and improves as the front moves inward. The reaction length also breaks the square-root law at the start, as a limited supply from the air does, because the argument for that law requires that the data contain no length of their own. Acid that diffuses appreciably during the soak would supply the front from the far side as well, and the balance used here would have to include that flux.
